# Scharfetter-Gummel Fluxes, Positive Densities and the Central-Difference Threshold

## Choosing a flux formula for a given mesh

Before a drift-diffusion calculation is run, one must decide how many mesh cells to place across a region of strong field. With central differences the cell width is tied to the potential drop: once a cell carries more than \(2kT/e\), the computed density can alternate from node to node and even become negative. With the Scharfetter-Gummel flux, in steady states and implicit Euler time steps, the mesh can be chosen for accuracy alone, because positivity there does not depend on the drop per cell. Explicit time steps, and implicit schemes such as Crank-Nicolson or BDF2, can still give negative densities when the step is too long for the drop.

### Model and sign conventions

Let \(n(x)\) be the electron density, \(\phi(x)\) a prescribed electrostatic potential, \(\mu>0\) the mobility and \(e>0\) the elementary charge. The force on an electron is \(+e\phi'\), so its drift velocity is \(\mu\phi'\), towards higher potential. The number flux along \(+x\) is

\[
F=-Dn'+\mu n\phi' .
\]

The electric current density is \(J=-eF\). We assume Boltzmann statistics, a constant diffusion coefficient \(D\) and the Einstein relation \(D=\mu kT/e\). With the scaled potential \(\psi=e\phi/kT\) we have \(\mu\phi'=D\psi'\), and therefore

\[
F=-D\,(n'-n\psi'). \tag{1}
\]

Away from equilibrium, the model requires many collisions over the distance in which the potential changes by \(kT/e\). When the mean free path becomes comparable with that distance, an electron drifting in the field gains about \(kT\) between collisions, the carriers heat, and (1) with \(D=\mu kT/e\) fails. Many collisions are necessary but not sufficient: if the collisions are nearly elastic, the energy relaxes only over many of them, and heating sets in at a weaker field. If the region of strong field is also much shorter than a mean free path, most electrons cross it without a collision and transport is nearly ballistic. A better discretization of (1) does not repair this. In equilibrium the field heats no carriers, and the Boltzmann density remains correct even where the field is strong.

The mesh has nodes \(x_0,\dots,x_N\). For the cell between \(x_i\) and \(x_{i+1}\), let \(h\) be its width and \(\delta=\psi_{i+1}-\psi_i\) its scaled potential rise. Both may vary from cell to cell unless a uniform mesh or field is stated.

### The flux in one cell

The product rule and (1) give

\[
(ne^{-\psi})'=e^{-\psi}(n'-n\psi')=-\frac{F}{D}e^{-\psi}.
\]

Two approximations are now made inside the cell: \(F\) is constant and \(\psi\) is linear. Integration over the cell yields

\[
n_{i+1}e^{-\psi_{i+1}}-n_ie^{-\psi_i}
=-\frac{F}{D}\int_0^h e^{-\psi_i-\delta s/h}\,ds
=-\frac{Fh}{D}e^{-\psi_i}\frac{1-e^{-\delta}}{\delta}.
\]

Multiply by \(e^{\psi_i}\) and solve for the flux:

\[
F=\frac Dh\,\frac{\delta}{1-e^{-\delta}}\left(n_i-e^{-\delta}n_{i+1}\right). \tag{2}
\]

Define the Bernoulli function

\[
B(x)=\frac{x}{e^x-1},\qquad B(0)=1.
\]

The prefactor in (2) is \(\delta/(1-e^{-\delta})=(-\delta)/(e^{-\delta}-1)=B(-\delta)\). Multiplying it by \(e^{-\delta}\) gives \(\delta/(e^\delta-1)=B(\delta)\). Thus

\[
\boxed{F=\frac Dh\left[B(-\delta)n_i-B(\delta)n_{i+1}\right].} \tag{3}
\]

Three properties will be needed. First, \(B(x)>0\) for every real \(x\), since \(x\) and \(e^x-1\) have the same sign. Second, \(B(-x)=e^xB(x)\), as just seen. Third, subtraction gives \(B(-x)-B(x)=(e^x-1)B(x)=x\).

For large positive \(\delta\), \(B(\delta)\to0\) and \(B(-\delta)\approx\delta\), so \(F\approx(D\delta/h)n_i\), provided \(n_{i+1}\ll e^\delta n_i\), since the ratio of the second term to the first is \(e^{-\delta}n_{i+1}/n_i\). This is the drift velocity times the density at the node from which the electrons come. For small \(\delta\), \(B(\pm\delta)\approx1\mp\delta/2\), and (3) approaches the central flux derived below.

### Equilibrium and accuracy away from it

By the second property, (3) can be written

\[
F=\frac DhB(\delta)\left(e^\delta n_i-n_{i+1}\right).
\]

Since \(B(\delta)>0\), the flux vanishes if and only if \(n_{i+1}/n_i=e^\delta\). This is the Boltzmann ratio. It depends on the nodal potentials alone, so the result holds on any mesh and for any potential between the nodes. If the end densities belong to one equilibrium state and there is no net generation, the Boltzmann density satisfies every discrete balance. The next section shows that the discrete solution is unique for a prescribed source and a loss proportional to the density, so the scheme returns this density at every node.

In a uniform field without sources or losses, the steady flux is constant and the potential is linear. Both cell approximations then hold without error, and the nodal densities are again those of the differential equation, even when current flows.

For a curved potential the error can be bounded. Consider a steady state without sources or losses and put \(u=ne^{-\psi}\). Integrating \(u'=-(F/D)e^{-\psi}\) over the whole interval gives

\[
F=\frac{D(u_0-u_N)}{I},\qquad I=\int_{x_0}^{x_N}e^{-\psi}\,dx .
\]

The discrete scheme performs the same integration cell by cell with the piecewise linear interpolant \(\psi_h\). Its flux is \(F_h=D(u_0-u_N)/I_h\), where \(I_h\) contains \(\psi_h\) in place of \(\psi\). Linear interpolation obeys

\[
|\psi_h-\psi|\le\eta,\qquad \eta=\tfrac18h_{\max}^2\max|\psi''| .
\]

The two integrands therefore differ by a factor between \(e^{-\eta}\) and \(e^\eta\), and so do the integrals. For \(u_0\ne u_N\),

\[
e^{-\eta}\le \frac{F_h}{F}\le e^\eta. \tag{4}
\]

The relative flux error is thus at most of order \(h_{\max}^2\). As an example take \(\psi=6x+4\sin\pi x\) on \(0\le x\le1\), with \(D=1\) and end densities 1 and 3 in dimensionless units. Comparison with numerical quadrature of \(I\) gives relative flux errors of \(1.51\times10^{-3}\), \(3.68\times10^{-4}\) and \(9.13\times10^{-5}\) for 20, 40 and 80 equal cells. The last halving of \(h\) corresponds to an order of 2.01. For 20 cells, \(\eta=4\pi^2/(8\times400)\approx0.012\), so the error lies well inside the bound. Distributed sources or losses make the flux vary within a cell, and (4) does not cover that case.

## Positivity

Let \(w_i>0\) be the width of the control volume around node \(i\). With a source \(G_i\ge0\) and a loss \(r_in_i\), \(r_i\ge0\), particle conservation reads

\[
w_i\frac{dn_i}{dt}+F_{i+1/2}-F_{i-1/2}+w_ir_in_i=w_iG_i. \tag{5}
\]

Insert \(n_i=e^{\psi_i}u_i\) into (2). Because \(e^{-\delta}e^{\psi_{i+1}}=e^{\psi_i}\),

\[
F_{i+1/2}=a_{i+1/2}(u_i-u_{i+1}),\qquad
a_{i+1/2}=\frac DhB(-\delta)e^{\psi_i}>0. \tag{6}
\]

The flux is a positive conductance times a difference of \(u\), as in a resistor chain.

**Steady state without loss.** Equation (5) becomes

\[
a_{i+1/2}(u_i-u_{i+1})+a_{i-1/2}(u_i-u_{i-1})=w_iG_i\ge0. \tag{7}
\]

Suppose the smallest value \(m\) of \(u\) were below both end values. It would occur at an interior node, where both terms on the left of (7) are non-positive. Their sum is non-negative, so both vanish and both neighbours also have \(u=m\). Repeating the argument node by node carries the value \(m\) to an end, a contradiction. Hence

\[
n_i\ge e^{\psi_i}\min(u_0,u_N), \tag{8}
\]

which is positive for positive end densities.

The same argument proves uniqueness. The difference of two solutions has zero source and zero end values. Applied to this difference and to its negative, the minimum principle shows that neither can be below zero, so the difference vanishes.

**Loss and implicit time steps.** A loss adds \(w_ir_ie^{\psi_i}u_i\) to the left of (7). Let the end densities be positive and suppose that the minimum \(m\) of \(u\) were zero or negative. At a node where it occurs, all terms on the left would be non-positive while the right side is non-negative. The difference terms would vanish, and \(m\) would again spread to an end, which is impossible. Thus all densities are positive. The solution is also unique for given \(G_i\) and \(r_i\): if the difference of two solutions had a negative minimum, the same argument would carry that value to an end, where the difference is zero.

An implicit Euler step replaces \(dn_i/dt\) by \((n_i^{\rm new}-n_i^{\rm old})/\Delta t\) and evaluates the fluxes at the new time. It adds \(1/\Delta t\) to the loss coefficient and \(n_i^{\rm old}/\Delta t\ge0\) to the source. Positivity therefore holds for every \(\Delta t>0\). This is a property of implicit Euler, not of every implicit scheme. With one node of density 1 in an otherwise empty chain and \(D\Delta t/h^2=0.8\), a Crank-Nicolson step stays positive for \(\delta=0.5\) but gives a lowest density of about \(-0.13\) for \(\delta=3.09\). A nonlinear recombination model inherits the result if each linear solve has a non-negative loss coefficient and a non-negative source.

**Explicit time steps.** On a uniform mesh in a uniform field, without source or loss, explicit Euler gives

\[
n_i^{\rm new}=\left[1-\frac{D\Delta t}{h^2}\{B(-\delta)+B(\delta)\}\right]n_i
+\frac{D\Delta t}{h^2}\left[B(-\delta)n_{i-1}+B(\delta)n_{i+1}\right].
\]

The neighbour coefficients are positive. The first coefficient contains

\[
B(\delta)+B(-\delta)=B(\delta)(1+e^\delta)
=\delta\frac{e^\delta+1}{e^\delta-1}=\delta\coth\frac\delta2 .
\]

Non-negative densities stay non-negative if

\[
\Delta t\le\frac{h^2}{D\,\delta\coth(\delta/2)}. \tag{9}
\]

The limit is also necessary for arbitrary data: if one interior node alone is occupied, its new density is the first coefficient times its old density.

## Why central differences oscillate

The central flux uses the difference quotient for \(n'\) and the mean of the two densities in the drift term:

\[
\begin{aligned}
F^{\rm c}_{i+1/2}
&=\frac Dh\left[-(n_{i+1}-n_i)+\frac\delta2(n_i+n_{i+1})\right]\\
&=\frac Dh\left[\left(1+\frac\delta2\right)n_i-\left(1-\frac\delta2\right)n_{i+1}\right].
\end{aligned} \tag{10}
\]

For \(\delta>2\) the coefficient of \(n_{i+1}\) has the wrong sign. Raising the density at the downstream node then increases the flux into that node, whereas diffusion should oppose it.

Consider a steady state without sources or losses, on a uniform mesh with \(N\ge2\) cells and in a uniform field. Let \(d_i=n_{i+1}-n_i\). Equality of the fluxes on both sides of node \(i\) gives

\[
-(d_i-d_{i-1})+\frac\delta2(n_{i+1}-n_{i-1})=0 .
\]

Since \(n_{i+1}-n_{i-1}=d_i+d_{i-1}\), collecting terms yields

\[
\left(1-\frac\delta2\right)d_i=\left(1+\frac\delta2\right)d_{i-1}. \tag{11}
\]

For \(\delta\ne\pm2\), successive increments have the ratio

\[
\boxed{\rho=\frac{d_i}{d_{i-1}}=\frac{2+\delta}{2-\delta}.} \tag{12}
\]

The differential equation has the solution \(n=A+Ce^\psi\), whose increments have the positive ratio \(e^\delta\). The ratio \(\rho\) is negative if and only if \(|\delta|>2\), that is, if the potential drop per cell exceeds \(2kT/e\).

One more condition is needed. If the end densities are equal, all increments vanish and the solution is flat for any \(\delta\ne\pm2\). If they differ, no increment can vanish, because (12) would make all the others vanish too. The increments then alternate in sign precisely when \(|\delta|>2\). At \(\delta=2\), (11) makes every increment except the last one zero, so all interior densities equal \(n_0\). At \(\delta=-2\) they equal \(n_N\).

Summing the geometric series of increments gives, for \(\delta\ne0,\pm2\),

\[
n_i=n_0+(n_N-n_0)\frac{\rho^i-1}{\rho^N-1}. \tag{13}
\]

The denominator is not zero: \(\rho=1\) requires \(\delta=0\), and \(\rho=-1\) has no finite solution.

The threshold has a geometric meaning. The exponential part of the density varies over the length \(\ell=h/|\delta|\), in which the potential changes by \(kT/e\). Oscillation begins when \(h>2\ell\). The layer at the contact towards which the electrons drift is poorly resolved well before that. For \(h=1.5\,\ell\) and a long chain, the excess density at the last interior node is \(1/7\approx0.14\) of the difference between the end densities, whereas the correct fraction is \(e^{-1.5}\approx0.22\).

### Oscillation is not the same as negative density

Take \(\delta>2\) and a chain long enough that \(|\rho|^N\gg1\). Equation (13) then gives \(n_{N-1}\approx n_0+(n_N-n_0)/\rho\). With \(R=n_N/n_0\), this is negative when \(|\rho|<R-1\). Inserting \(|\rho|=(\delta+2)/(\delta-2)\),

\[
\delta+2<(R-1)(\delta-2)
\quad\Longleftrightarrow\quad 2R<(R-2)\delta .
\]

For \(R>2\) the condition is

\[
\delta>\frac{2R}{R-2}. \tag{14}
\]

For \(R\le2\) it cannot be met. In such a long chain, between \(\delta=2\) and the value in (14), the density oscillates but stays positive. Both statements need \(|\rho|^N\gg1\), and \(|\rho|\to1\) as \(\delta\) grows, so a coarse mesh with few cells can break them. For \(R=2\), \(\delta=20\) and \(N=10\), \(\rho=-11/9\) and (13) gives \(n_9\approx-0.10\,n_0\).

### What the Bernoulli weights add

The sum and difference of the weights give \(B(\pm\delta)=\kappa\mp\delta/2\), with

\[
\kappa=\frac\delta2\coth\frac\delta2 .
\]

Substitution into (3) yields

\[
F=\frac Dh\left[-\kappa(n_{i+1}-n_i)+\frac\delta2(n_i+n_{i+1})\right]. \tag{15}
\]

Compared with (10), the diffusion term alone is multiplied by \(\kappa\). The increment ratio becomes \((\kappa+\delta/2)/(\kappa-\delta/2)=B(-\delta)/B(\delta)=e^\delta\), which is the correct one.

This extra diffusion has a cost in transient problems. On a uniform mesh in a uniform field, without source or loss, (5) describes electrons that hop right at the rate \(DB(-\delta)/h^2\) and left at the rate \(DB(\delta)/h^2\). The mean velocity is \(h\) times the difference of the rates, \(D\delta/h\), which is correct. The variance of a packet far from the contacts grows at \(h^2\) times their sum, \(2\kappa D\) instead of \(2D\). Since \(\kappa\approx1+\delta^2/12\) for small \(\delta\), the excess vanishes as \(h^2\), but on a coarse mesh a pulse spreads too fast. This rate belongs to (5) in continuous time. An explicit Euler step moves an electron right or left with probabilities \(p\) and \(q\), equal to the rates times \(\Delta t\). The variance per step is \(h^2(p+q)-h^2(p-q)^2\), so the growth rate becomes \(2\kappa D-v^2\Delta t\) with \(v=D\delta/h\).

## Implementation

1. For each cell compute \(\delta\), \(B(\delta)\) and \(B(-\delta)\).
2. At each interior node assemble (5). In steady state the diagonal entry is the sum of \(DB(-\delta)/h\) from the right cell, \(DB(\delta)/h\) from the left cell and \(w_ir_i\). The entry for the right neighbour is \(-DB(\delta)/h\) from the right cell, and that for the left neighbour is \(-DB(-\delta)/h\) from the left cell.
3. Move the known end densities to the right side and solve the tridiagonal system.

The Bernoulli function needs care near zero. In double precision, direct evaluation of \(x/(e^x-1)\) at \(x=10^{-9}\) has a relative error of \(8.2\times10^{-8}\), because the subtraction removes most digits of \(e^x\). For \(x>0\) use

\[
B(x)=\frac{xe^{-x}}{1-e^{-x}},\qquad B(-x)=B(x)+x,
\]

and compute \(1-e^{-x}\) as \(-\mathrm{expm1}(-x)\), where the library function expm1 returns \(e^y-1\) without cancellation. This form also avoids overflow at large \(x\).

## Worked example: a uniform field

Take \(T=300\) K, so \(kT/e=25.85\) mV, and \(\mu=1000\) cm²/(V s), so \(D=25.85\) cm²/s. The potential rises by 0.8 V over 10 µm, and the end densities are \(n_0=10^{10}\) and \(n_N=10^{11}\) cm⁻³.

Prescribing the potential is reasonable here. A uniform electron density \(n_N\) between fixed contacts would change the potential by at most \(en_NL^2/(8\varepsilon)=2.3\) mV for length \(L\) and relative permittivity 10. The actual density is nowhere larger, so this is an upper bound, and it is small compared with \(kT/e\).

Ten cells have \(h=1\) µm and a drop of 80 mV each, above \(2kT/e=51.7\) mV. Hence

\[
\delta=\frac{80}{25.852}=3.0945,\qquad
\rho=\frac{5.0945}{-1.0945}=-4.65,\qquad e^\delta=22.08 .
\]

Solving the two tridiagonal systems gives these densities in \(10^{10}\) cm⁻³:

| Node | Scharfetter-Gummel | Central |
|---:|---:|---:|
| 5 | 1.000 | 0.996 |
| 6 | 1.000 | 1.019 |
| 7 | 1.001 | 0.911 |
| 8 | 1.018 | 1.415 |
| 9 | 1.408 | −0.934 |
| 10 | 10.000 | 10.000 |

The Scharfetter-Gummel column agrees with the solution of the differential equation to all digits shown. At node 9, (13) gives \(1+9/(-4.6545)\approx-0.934\) for central differences, while the correct value is \(1+9/22.08\approx1.41\). Condition (14) with \(R=10\) puts the onset of negative density at \(\delta=2.5\), and this mesh exceeds it.

The current does not reveal the failure. Away from the right contact the flux is drift alone, \(\mu(0.8\ \text{V}/10^{-3}\ \text{cm})n_0=8.0\times10^{15}\) cm⁻² s⁻¹, or \(J=-1.28\) mA/cm². The central flux differs from the correct one by a relative \(-1.9\times10^{-6}\). The reason follows from (13): the part proportional to \(\rho^i\) carries no central flux, because (10) vanishes for \(n_{i+1}/n_i=\rho\). The constant part, \(n_0-(n_N-n_0)/(\rho^N-1)\), carries all of it. Its relative deviation from \(n_0\) is \(-9/(4.6545^{10}-1)\approx-1.9\times10^{-6}\).

The threshold corresponds to \(0.8\ \text{V}/51.7\ \text{mV}=15.47\) cells. The lowest central density is \(-0.14\) for 12 cells, 0.86 for 15 and 1.00 for 16, in units of \(10^{10}\) cm⁻³. Sixteen cells remove the oscillation but do not give an accurate layer. There \(\delta=1.934\) and \(\rho\approx60\), so the excess over \(n_0\) at the last interior node is \(9/60\approx0.15\), whereas the correct excess is \(9/e^{1.934}\approx1.30\).

For explicit time steps on the ten-cell mesh, (9) gives \(\Delta t\le114\) ps. The diffusion factor is \(\kappa=1.69\), so for time steps far below this limit the variance of a packet would grow 69% faster than the correct rate \(2D\). At the limit itself \(v^2\Delta t=D\delta^2/(2\kappa)\approx2.83D\), and the rate \(2\kappa D-v^2\Delta t\approx0.56D\) lies well below \(2D\).

## Equilibrium at a potential step

In a non-uniform field the single ratio (12) no longer governs the whole solution, but the defect of each cell remains. By (10), zero central flux requires \(n_{i+1}/n_i=(2+\delta)/(2-\delta)\), which no pair of positive densities can satisfy when \(|\delta|>2\).

Consider a prescribed potential proportional to \(\tanh[(x-5\ \text{µm})/1\ \text{µm}]\), shifted and scaled to run from 0 to 0.5 V over 10 µm. The temperature and \(D\) are as before, and the end densities are in equilibrium with each other. On a mesh of seven unequal cells the largest drop is \(6.4\,kT/e\). The densities in cm⁻³ are:

| \(x\) (µm) | Boltzmann | Central |
|---:|---:|---:|
| 0 | \(1.00\times10^3\) | \(1.00\times10^3\) |
| 2.0 | \(1.05\times10^3\) | \(2.07\times10^8\) |
| 3.5 | \(2.50\times10^3\) | \(7.95\times10^8\) |
| 4.5 | \(1.81\times10^5\) | \(-2.28\times10^9\) |
| 5.2 | \(1.07\times10^8\) | \(4.32\times10^9\) |
| 6.0 | \(2.50\times10^{10}\) | \(-9.37\times10^9\) |
| 7.5 | \(2.21\times10^{11}\) | \(2.20\times10^{11}\) |
| 10.0 | \(2.51\times10^{11}\) | \(2.51\times10^{11}\) |

The Scharfetter-Gummel densities differ from the Boltzmann values by less than \(10^{-15}\) in relative terms, which is rounding error. Central differences produce a flux of \(-2.6\times10^{13}\) cm⁻² s⁻¹ in a system that should carry none. Here the coarse mesh corrupts the current as well as the density. The defect is not confined to non-uniform fields or to \(|\delta|>2\), since \((2+\delta)/(2-\delta)\) differs from \(e^\delta\) for \(0<|\delta|<2\) as well. With 60 equal cells the largest drop is \(1.6\,kT/e\), yet the central flux is still \(7.7\times10^{7}\) cm⁻² s⁻¹ and the density is wrong by up to 96%.
